# Why BFGS Misses a Saddle's Unstable Mode and SR1 Can Find It

## 1. Two steps on a two-dimensional saddle

Take the dimensionless surface $V=\tfrac12(-x_1^2+4x_2^2)$. Its Hessian, the matrix of second derivatives, is

$$H=\begin{pmatrix}-1&0\\0&4\end{pmatrix},$$

and the unstable mode is $e_1=(1,0)^T$. A search that sees only gradients learns about $H$ through pairs: a step $s$ and the gradient change $y$ along it. Here $y=Hs$. Take

$$s_1=(1,1)^T,\quad y_1=(-1,4)^T;\qquad s_2=(1,-1)^T,\quad y_2=(-1,-4)^T .$$

Both have positive curvature: $s_1^Ty_1=s_2^Ty_2=3$. Start from the model Hessian $B_0=I$ and feed the pairs to two update formulas.

The symmetric rank-one (SR1) update is

$$B_+=B+\frac{rr^T}{r^Ts},\qquad r=y-Bs .$$

For the first pair $r=(-2,3)^T$ and $r^Ts_1=1$, so

$$B_1=\begin{pmatrix}5&-6\\-6&10\end{pmatrix}.$$

For the second, $B_1s_2=(11,-16)^T$, $r=(-12,12)^T$ and $r^Ts_2=-24$. The correction is $\begin{pmatrix}-6&6\\6&-6\end{pmatrix}$, and $B_2=\mathrm{diag}(-1,4)=H$. The unstable mode has been found, although neither step had negative curvature.

The Broyden–Fletcher–Goldfarb–Shanno (BFGS) update is

$$B_+=B-\frac{Bss^TB}{s^TBs}+\frac{yy^T}{s^Ty}.$$

The same pairs give

$$B_1=\frac16\begin{pmatrix}5&-11\\-11&35\end{pmatrix},\qquad
B_2=\frac1{186}\begin{pmatrix}89&275\\275&1019\end{pmatrix}.$$

The second matrix has positive diagonal entries and determinant $27/62$, so it is positive definite. Along $e_1$ its contributions are

$$1-\tfrac12+\tfrac13=\tfrac56,\qquad \tfrac56-\tfrac{64}{93}+\tfrac13=\tfrac{89}{186}\approx0.48,$$

where the true curvature is $-1$. The data were the same, so the difference lies in the formulas.

## 2. The contribution of the data

From here on, $H$ is symmetric and nonsingular with one negative eigenvalue $\lambda_-$ and unit eigenvector $v$. A model Hessian can represent the unstable mode only if it has a direction of negative curvature.

How can positive curvatures contain a negative one? Let $n$ independent steps span the space and write $v=\sum_i c_is_i$. On a quadratic surface

$$\lambda_-=v^THv=\sum_i c_i^2\,s_i^Ty_i+\sum_{i\ne j}c_ic_j\,s_i^Ty_j .$$

The first sum holds the measured curvatures and may be positive. The second compares one step with the gradient change of another, and it can outweigh the first. In the special case $e_1=\tfrac12(s_1+s_2)$ and $s_1^Ty_2=-5$, so the two sums are $6/4$ and $-10/4$, with total $-1$.

A single pair with $s^Ty>0$ cannot prove that the mode exists, because some positive definite matrix always satisfies $Bs=y$ (section 3 constructs one). When every measured curvature is positive, the proof needs several pairs in force together. In one dimension there are no cross terms. Both formulas then reduce to $B_+=y/s$, and near a maximum every pair has $sy<0$. There the rule that rejects such pairs is the whole difference between the methods.

## 3. The two contributions in BFGS

Let $B$ be positive definite and $s^Ty>0$. For any nonzero vector $x$,

$$x^TB_+x=\left[x^TBx-\frac{(x^TBs)^2}{s^TBs}\right]+\frac{(y^Tx)^2}{s^Ty}.$$

The bracket is the old curvature less what the removal term takes away. Since $B$ defines an inner product, the Cauchy–Schwarz inequality gives $(x^TBs)^2\le(x^TBx)(s^TBs)$. The bracket is thus never negative, and it vanishes only when $x$ is parallel to $s$. The removal term can flatten the model along one direction but cannot bend it downward.

The last term is never negative either. For $x=\alpha s$, where the bracket vanishes, it equals $\alpha^2s^Ty>0$. Hence $x^TB_+x>0$ for every nonzero $x$. By induction this holds after any number of accepted pairs. The argument never used $y=Hs$, so it holds on any surface, in exact arithmetic.

**What the curvature condition contributes.** Put $a=s^TBs$ and $b=s^Ty$, and define $w=B^{1/2}s/\sqrt a$, a unit vector, and $z=B^{-1/2}y$. Then

$$B_+=B^{1/2}\left(I-ww^T+\frac{zz^T}{b}\right)B^{1/2}.$$

In an orthonormal basis that starts with $w$, write $z=(z_1,z')$. The middle matrix is

$$\begin{pmatrix}z_1^2/b&z_1z'^T/b\\ z_1z'/b&I+z'z'^T/b\end{pmatrix}.$$

Subtracting $z'/z_1$ times the first row from the lower rows leaves $(0,\ I)$ there, so the determinant is $z_1^2/b$. Since $z_1=w^Tz=b/\sqrt a$,

$$\frac{\det B_+}{\det B}=\frac ba .$$

If a pair with $b<0$ were accepted, the determinant would turn negative. On the $(n-1)$-dimensional space $y^Tx=0$ the last term of the quadratic form is absent. The bracket is positive there, because $s$ itself does not lie in that space. At most one eigenvalue can then be negative, since a two-dimensional space of negative curvature would intersect this one. So exactly one negative eigenvalue appears. The blindness belongs to BFGS together with its condition $s^Ty>0$, not to the bare formula.

**The price.** For every positive definite $B$,

$$v^T(B-H)v=v^TBv+|\lambda_-|>|\lambda_-| ,$$

so the largest error in curvature, $\|B-H\|_2$, exceeds $|\lambda_-|$ however many pairs are used. On a quadratic surface there is a second price. If $B$ satisfied $Bs_i=y_i$ for $n$ independent steps, it would equal $H$, which is not positive definite. At least one of these secant equations must therefore fail. BFGS satisfies the newest one, since $B_+s=Bs-Bs+y=y$, so the failure falls on older ones. In the special case $B_2s_1\approx(1.96,6.96)^T$, where the data said $(-1,4)^T$.

## 4. The two contributions in SR1

**The sign of the correction.** The SR1 denominator is $r^Ts=b-a$, the measured curvature less the predicted one. When the model is too stiff along $s$, a positive rank-one matrix is subtracted, and nothing limits its size to what $B$ can afford.

To find when this creates a negative eigenvalue, let $B$ be positive definite and put $c=y^TB^{-1}y$. The rank-one determinant rule gives

$$\frac{\det B_+}{\det B}=1+\frac{r^TB^{-1}r}{r^Ts}.$$

Expanding with $r=y-Bs$ gives $r^TB^{-1}r=c-2b+a$, so

$$\frac{\det B_+}{\det B}=\frac{(b-a)+(c-2b+a)}{b-a}=\frac{c-b}{b-a}.$$

On the space $r^Tx=0$ the curvature is still that of $B$, so again at most one eigenvalue can be negative, and the sign of the determinant decides. The cases are:

- $b>a$: a positive matrix is added, and $B_+$ stays positive definite.
- $b<a$ and $b<c$: one negative eigenvalue appears.
- $c<b<a$: $B_+$ stays positive definite.
- $b=c<a$: the borderline, where $B_+$ has one zero eigenvalue and no negative one.

For $b\le0$ and $y\neq0$ the second case applies at once, because $a$ and $c$ are positive. But it can also occur with $b>0$. Take $B=kI$ with $k>0$. Then $b<c$ means $|y|^2>k\,s^Ty$. If $y$ were parallel to the step, $y=\kappa s$ with $0<\kappa<k$ (so that $0<b<a$), this would fail, because $\kappa^2<k\kappa$. The gradient change therefore needs a large enough part across the step: the force turns sideways. Such a force can hint at an unstable mode but, as section 7 shows, does not prove one.

**Memory.** Suppose the surface is quadratic and $B$ already satisfies $Bs_j=y_j$ for earlier pairs. For a new pair $(s,y)$,

$$r^Ts_j=y^Ts_j-s^TBs_j=s^THs_j-s^Ty_j=0 .$$

The correction does not act on the old steps, so $B_+s_j=y_j$ survives. The new equation holds too: $B_+s=Bs+r=y$. After $n$ independent steps with nonzero denominators, $B$ and $H$ agree on a basis, and $B=H$, negative eigenvalue included.

This is a possibility with conditions. If $r=0$ no update is needed, but if $r\ne0$ and $r^Ts=0$ the update does not exist. If $|r^Ts|$ is small compared with $|r||s|$, the correction, of size $|r|^2/|r^Ts|$, is much larger than $|r|/|s|$ and magnifies errors in $y$, so such pairs are best skipped. On a curved surface that is not quadratic, recovery is approximate.

## 5. What the sign does to a search

Near the saddle let $e$ be the displacement from it, so the gradient is $He$ to first order. A step $-tB^{-1}He$ with $t>0$ gives

$$e_+=(I-tB^{-1}H)e .$$

For positive definite $B$, the matrix $B^{-1}H$ has the same eigenvalues as the symmetric matrix $M=B^{-1/2}HB^{-1/2}$. With $z=B^{1/2}v$ one finds $z^TMz=v^THv<0$, so $M$ has a negative eigenvalue $-\mu$. The corresponding error is multiplied by $1+t\mu>1$. No positive step length cures this: with $B$ held fixed, the saddle repels every displacement that has a part along the growing direction. A single full step can still land on the saddle if $Be=He$ happens to hold, as it does in section 1 for $B_2$ and $e=s_2$, but any small deviation along the growing direction is then amplified. With $B=H$ and $t=1$ the first-order error vanishes.

BFGS can still serve a saddle search if the mode is supplied from outside. Reverse the gradient along a known, fixed $v$. The effective Hessian is then $(I-2vv^T)H$, whose eigenvalues are those of $H$ with $\lambda_-$ replaced by $|\lambda_-|$. It is positive definite and suits BFGS, but the unstable mode then resides in $v$, not in $B$.

## 6. A model oxygen hop in silicon

Let an atom have a hop coordinate $u$ and transverse coordinates $q$ and $w$, with energy

$$V=\frac{E_b}{2}(1+\cos Ku)+\frac{k_q}{2}(q-\gamma u)^2+\frac{k_w}{2}w^2,\qquad K=\frac{2\pi}{0.17\ \text{nm}} .$$

The chosen values are $E_b=2.5$ eV, $\gamma=0.5$, $k_q=3000$ and $k_w=5000$ eV/nm². (The numerical output calls $q$ and $\gamma$ by the names v and c.) The saddle is at the origin, and neighbouring minima lie 0.190 nm apart. With $K=36.96$ nm⁻¹,

$$H_{uu}=-\frac{E_bK^2}{2}+k_q\gamma^2\approx-1707.5+750=-957.5\ \text{eV/nm}^2,$$

and $H_{uq}=-\gamma k_q=-1500$ eV/nm². The eigenvalues are $-1462$, 3504 and 5000 eV/nm².

Three steps, along $(1,-1,0)$, $(0,1,1)$ and $(1,1,1)$ with components of 0.004 nm, start near the saddle. Their measured curvatures $s^Ty/s^Ts$ are 2523, 4000 and 1352 eV/nm², all positive.

**Weighing the data.** The unstable vector, with its sign reversed, is $(0.9479,0.3187,0)$. In unit vectors along the steps its coefficients are $-0.451$, $-1.791$ and $2.194$. With the products $s_i^THs_j$ for unit steps, the diagonal sum is

$$0.203(2521.2)+3.208(4000)+4.812(1347.5)\approx19\,830\ \text{eV/nm}^2,$$

and the cross terms are $-3630+3190-20\,850\approx-21\,290$ eV/nm². The negative curvature, about $-1462$ eV/nm², is the small remainder of two large sums. Losing an old secant equation therefore matters.

**Weighing the updates.** Both start from $B_0=3000\,I$ eV/nm². For the first pair, per unit $s^Ts$, $a=3000$, $b=2522.6$ and $c=3424.5$ eV/nm². So $b<a$ and $b<c$, and the determinant ratio is

$$\frac{3424.5-2522.6}{2522.6-3000}=-1.889 .$$

A rank-one change leaves two eigenvalues of $B_0$ at 3000, so the third becomes $-1.889\times3000\approx-5668$ eV/nm². One positive-curvature step has produced a negative mode, though much too strong. The lowest eigenvalues in eV/nm² after each update are:

| Updates | BFGS | SR1 |
|---|---:|---:|
| 0 | 3000 | 3000 |
| 1 | 1314 | −5668 |
| 2 | 1252 | −3592 |
| 3 | 390 | −1452 |

Along the true unstable mode the final BFGS curvature is $+2388$ eV/nm². Its secant residuals for the first two pairs, relative to $|y|$, are 1.35 and 1.01: both older secant equations are badly violated. The largest SR1 residual is 0.0035.

The SR1 eigenvalue misses the true one by 10 eV/nm², because the cosine is not quadratic. On exactly quadratic data from the same steps it gives $-1461.8$ eV/nm². The surface is even about the saddle, so its curvature changes as the square of the displacement. Halving the starting displacement and all steps reduces the error $\|B-H\|_2$ by a factor 3.97, close to four. With cubic terms the leading error would be linear in this scale.

**Weighing the searches.** For full steps near the saddle the largest error factor is 2.55 with the BFGS matrix and 0.006 with the SR1 matrix. Two searches then start from the end of the third step, at 2.70 eV. Newton steps with the SR1 matrix held fixed reach the saddle, at 2.500 eV, in 3 steps. A BFGS descent with a line search, a step cap and continued updating reaches a minimum, at 0 eV, in 12 steps. The two procedures differ in more than the matrix, so the step counts do not measure relative efficiency; the destinations are the point.

The descent started at $u=+0.005$ nm but ended at $u=-0.085$ nm, in the minimum on the other side. Its starting energy lay above the saddle energy, so it could cross the ridge while going downhill. The excess energy only permits the crossing. The crossing happens in the first step, which the three-pair BFGS matrix points across the ridge. The same descent started from $B=3000\,I$, and the steepest-descent path from the same point, both end at $u=+0.085$ nm. A descent method guarantees a falling energy, not the nearest minimum.

## 7. When a negative SR1 eigenvalue misleads

When $b>0$, the criterion $b<a$, $b<c$ does not show that $H$ is indefinite. At the model's minimum the two lowest eigenvalues are 1204.4 and 4253.1 eV/nm². Take $s$ as the sum of their unit eigenvectors and $B=3000\,I$ eV/nm². In eV/nm²,

$$a=6000,\quad b=5457.5,\quad c=\frac{1204.4^2+4253.1^2}{3000}\approx6513 .$$

The ratio $(c-b)/(b-a)$ is about $-1.946$, and SR1 reports an eigenvalue near $-5838$ eV/nm² at a true minimum. A negative SR1 eigenvalue from fewer than $n$ independent pairs is by itself only a hint. Further steps or a direct curvature measurement along the suspected mode can confirm it. On a quadratic surface the pairs in hand may already suffice: if the matrix of products $s_i^Ty_j$ has a negative eigenvalue, so does $H$.

Gradient errors matter as well. Independent random errors of 0.1 eV/nm in each gradient component, a simple stand-in for a learned potential's noise, give a lowest SR1 eigenvalue of $-1443$ eV/nm² on average, with a standard deviation of 116 eV/nm². All 500 draws kept one negative mode, but larger errors can change the number of negative modes. For step scale $h$ such noise enters the curvature as $1/h$ to first order. For short steps the spread can grow faster, because the noise also enters the SR1 denominators. The anharmonic error here grows as $h^2$, so neither very short nor very long steps are best. A learned potential's error may instead be smooth and systematic; it then shifts the Hessian itself, and no update can detect that.

## 8. The model beside the real hop

For interstitial oxygen in silicon, a barrier near 2.5 eV and a hop near 0.19 nm are rough typical values. The stiffnesses and the cosine shape are model choices. The assumption a real crystal breaks most plainly is the rigid lattice: neighbouring silicon atoms move with the oxygen. Letting one lattice coordinate yield, with a stiff chosen spring of 10 000 eV/nm², moves the negative eigenvalue from $-1462$ to $-1480$ eV/nm², about 1%. A silicon atom in the crystal is held more softly: its 520 cm⁻¹ Raman mode suggests a spring near $\tfrac12 m_{\rm Si}\omega^2\approx1400$ eV/nm² (the half because the two sublattices move against each other), which gives $-1520$ eV/nm², a change of about 4%. Both figures are small by construction. The lattice coordinate $z$ enters only through $q-\gamma u-z$, and $q$ is already free to relax. Whatever the spring, the barrier stays at 2.5 eV, the relaxed curvature along $u$ stays at $-1707.5$ eV/nm², and the eigenvalue cannot pass about $-1553$ eV/nm², a change of 6%. These figures do not size the relaxation of a real crystal, which also changes the barrier and the shape of the path. More moving atoms also raise $n$, and with it the number of independent pairs that full recovery can require.

Tunnelling affects the hop rate, not the update algebra. With the oxygen mass, the unstable mode has $\hbar\omega=61.8$ meV, where $\omega$ is the magnitude of its imaginary frequency. The crossover temperature $\hbar\omega/(2\pi k_B)$ is 114 K. At 1300 K, in the range of silicon oxidation, the leading Wigner factor $1+(\hbar\omega/k_BT)^2/24$ is 1.013, so in this model tunnelling raises the rate by about 1%.

## Calculated quantities

```
Barrier: 2.5 eV; period along u: 0.17 nm; slope c: 0.5
k_v, k_w, initial B diagonal: 3000, 5000, 3000 eV/nm^2
Distance between neighbouring minima: 0.1901 nm
True saddle Hessian, rows (eV/nm^2):
   -957.5  -1500.0  0.0
   -1500.0  3000.0  0.0
   0.0  0.0  5000.0
Its eigenvalues (eV/nm^2): -1461.8  3504.3  5000.0
Unstable unit vector (u,v,w): -0.9479  -0.3187  -0.0000
Start point (nm): -0.0030  0.0020  0.0010
Step 1 (nm): 0.0040  -0.0040  0.0000; s.y/s.s = 2522.6 eV/nm^2
Step 2 (nm): 0.0000  0.0040  0.0040; s.y/s.s = 4000.0 eV/nm^2
Step 3 (nm): 0.0040  0.0040  0.0040; s.y/s.s = 1351.5 eV/nm^2
First pair, a,b,c over s.s (eV/nm^2): 3000.0  2522.6  3424.5
Unit-step matrix of s_i.H.s_j, rows (eV/nm^2):
   2521.2  -2250.0  -1615.7
   -2250.0  4000.0  2653.6
   -1615.7  2653.6  1347.5
Its eigenvalues (eV/nm^2): -316.4  930.0  7255.1
Lowest eigenvalue after 0,1,2,3 updates (eV/nm^2):
   BFGS: 3000.0  1314.2  1251.5  390.4
   SR1:  3000.0  -5667.7  -3592.2  -1452.0
Final BFGS eigenvalues (eV/nm^2): 390.4  2840.2  11607.8
Final SR1 eigenvalues (eV/nm^2):  -1452.0  3497.2  4990.8
SR1 lowest, quadratic surface (eV/nm^2): -1461.8
Curvature along true unstable mode (eV/nm^2):
   BFGS 2387.8, SR1 -1452.0
Overlap of SR1 and true unstable modes: 1.00000
Relative secant residuals, pairs 1,2,3, BFGS: 1.3474  1.0077  0.0000
Relative secant residuals, pairs 1,2,3, SR1:  0.0035  0.0000  0.0000
Norm of B-H (eV/nm^2): BFGS 8599.6, SR1 18.5
SR1 error ratio, full to half scale: 3.968
Largest error factor per full step: BFGS 2.551, SR1 0.0059
Common search start (nm): 0.0050  0.0060  0.0090 ; energy 2.6996 eV
SR1 search: 3 steps, final energy 2.500000 eV
BFGS descent: 12 steps, 0 updates skipped, final energy 0.000000 eV
BFGS end point (nm): -0.0850  -0.0425  -0.0000
Hessian eigenvalues at minimum (eV/nm^2): 1204.4  4253.1  5000.0
False SR1 eigenvalue at minimum: -5838.1 eV/nm^2
Gradient noise 0.1 eV/nm: SR1 lowest eigenvalue mean -1442.7, s.d. 116.0 eV/nm^2
Share of noisy runs with one negative mode: 1.000
Lattice spring 10000 eV/nm^2: lowest eigenvalue -1479.5 eV/nm^2
Barrier quantum: rigid 61.8 meV, yielding 62.1 meV
Tunnelling crossover temperature: 114 K
Wigner rate factor at 1300 K: 1.0127
```
